# Finite-mass atomic energies: scaling, mass polarization, and expansion in μ/M

## Definitions and conventions

Consider $N$ electrons of mass $m$ and one point nucleus of mass $M$ and charge number $Z$. The dynamics is nonrelativistic, all forces are Coulomb forces, and the total momentum of the atom is zero. Two mass parameters will be compared:

$$x=\frac mM,\qquad \lambda=\frac{\mu}{M},\qquad \mu=\frac{mM}{m+M}.$$

Dividing $\mu$ by $M$ and by $m$ gives

$$\lambda=\frac{m}{m+M}=\frac{x}{1+x},\qquad \frac{\mu}{m}=\frac{M}{m+M}=1-\lambda=\frac1{1+x}.$$

Atomic units based on the electron mass $m$ are used, so energies are in hartree. Let $\mathbf r_i$ be the position of electron $i$ relative to the nucleus and $\mathbf p_i=-i\nabla_i$ the conjugate momentum. Define

$$T=\sum_i\frac{p_i^2}{2},\qquad V=-\sum_i\frac Z{r_i}+\sum_{i<j}\frac1{r_{ij}},\qquad W=\sum_{i<j}\mathbf p_i\cdot\mathbf p_j,\qquad \mathbf P=\sum_i\mathbf p_i .$$

The infinite-mass Hamiltonian is $H_0=T+V$, and $W$ is the mass-polarization operator. Expanding the square of $\mathbf P$ gives

$$\frac{P^2}{2}=T+W. \tag{1}$$

Let $\psi_0$ be a normalized bound eigenstate of $H_0$ with energy $\varepsilon_0<0$. Its energy is assumed isolated and nondegenerate once the conserved symmetry labels (angular momentum and its projection, parity, spin and permutation symmetry) are fixed. Within that symmetry sector let $\psi_n$ be the other eigenstates, with energies $\varepsilon_n$; a sum over $n$ includes an integral over the continuum. Define

$$\varepsilon_1=\langle\psi_0|W|\psi_0\rangle,\qquad \varepsilon_2=\sum_{n\ne0}\frac{|\langle\psi_n|W|\psi_0\rangle|^2}{\varepsilon_0-\varepsilon_n}. \tag{2}$$

These numbers belong to the infinite-mass problem and do not depend on $M$.

## Theorem

Under these assumptions the following statements hold.

**(a)** For small $\lambda$,

$$E=(1-\lambda)\left[\varepsilon_0+\lambda\varepsilon_1+\lambda^2\varepsilon_2+O(\lambda^3)\right]. \tag{3}$$

**(b)** Put $a_1=\varepsilon_1-\varepsilon_0$. Then

$$E=\varepsilon_0+a_1\lambda+a_2\lambda^2+O(\lambda^3),\qquad a_2=\varepsilon_2-\varepsilon_1, \tag{4}$$

$$E=\varepsilon_0+a_1x+b_2x^2+O(x^3),\qquad b_2=\varepsilon_0-2\varepsilon_1+\varepsilon_2. \tag{5}$$

**(c)** If $\psi_0$ is the lowest state of its symmetry and $\varepsilon_1>-|\varepsilon_0|/2$, then $|a_2|<|b_2|$.

Part (c) states in what sense $\lambda$ is the better expansion parameter. The first-order formula in $\lambda$ then has a smaller leading error than the first-order formula in $x$. Where both series converge they represent the same energy, so the comparison concerns truncated expansions.

## Lemma 1: removal of the centre of mass

**Statement.** At zero total momentum the internal Hamiltonian is

$$H=H_0+x\frac{P^2}{2}=(1+x)T+xW+V. \tag{6}$$

**Proof.** Let $\mathbf R_i$ and $\mathbf R_0$ be the laboratory positions of the electrons and the nucleus, and let $M_t=Nm+M$. The new coordinates are

$$\mathbf r_i=\mathbf R_i-\mathbf R_0,\qquad \mathbf R_c=\frac{m\sum_i\mathbf R_i+M\mathbf R_0}{M_t}.$$

By the chain rule, with $\mathbf P_c$ conjugate to $\mathbf R_c$, the laboratory momenta are

$$\mathbf p_i^{\rm lab}=\mathbf p_i+\frac m{M_t}\mathbf P_c,\qquad \mathbf p_0^{\rm lab}=-\mathbf P+\frac M{M_t}\mathbf P_c .$$

Keep $m$ visible for this step. The kinetic energy is

$$\sum_i\frac{1}{2m}\left(\mathbf p_i+\frac m{M_t}\mathbf P_c\right)^2+\frac1{2M}\left(-\mathbf P+\frac M{M_t}\mathbf P_c\right)^2 .$$

The cross terms are $+\mathbf P\cdot\mathbf P_c/M_t$ from the electrons and $-\mathbf P\cdot\mathbf P_c/M_t$ from the nucleus, and they cancel. The terms in $P_c^2$ add to $(Nm+M)/(2M_t^2)=1/(2M_t)$ and vanish at $\mathbf P_c=0$. What remains is

$$\sum_i\frac{p_i^2}{2m}+\frac{P^2}{2M}.$$

With $m=1$ the second term is $xP^2/2$. Equation (1) turns the sum into $(1+x)T+xW$. $\square$

The term $P^2/(2M)$ is the kinetic energy of the recoiling nucleus, whose momentum is $-\mathbf P$. Its diagonal part changes $1/m$ into $1/m+1/M=1/\mu$. Its off-diagonal part correlates the momenta of different electrons.

## Lemma 2: exact scaling

**Statement.** $H$ is unitarily equivalent to $(1-\lambda)(H_0+\lambda W)$.

**Proof.** For $\kappa>0$ define the dilation

$$(U_\kappa\psi)(\mathbf r_1,\ldots,\mathbf r_N)=\kappa^{3N/2}\psi(\kappa\mathbf r_1,\ldots,\kappa\mathbf r_N).$$

The prefactor preserves the norm. Each derivative of $\psi(\kappa\mathbf r)$ produces a factor $\kappa$, so $U_\kappa^\dagger\mathbf p_iU_\kappa=\kappa\mathbf p_i$. The Coulomb potential is homogeneous of degree $-1$, hence

$$U_\kappa^\dagger VU_\kappa=V(\mathbf r/\kappa)=\kappa V.$$

In (6) insert $1+x=1/(1-\lambda)$ and $x=\lambda/(1-\lambda)$:

$$H=\frac{T+\lambda W}{1-\lambda}+V .$$

Since $T$ and $W$ are quadratic in momenta, choosing $\kappa=1-\lambda$ gives

$$U_\kappa^\dagger HU_\kappa=\frac{(1-\lambda)^2}{1-\lambda}(T+\lambda W)+(1-\lambda)V=(1-\lambda)(H_0+\lambda W).\qquad\square$$

An eigenstate of $H$ is therefore an eigenstate of $H_0+\lambda W$ stretched in length by $1/(1-\lambda)=m/\mu$, with its energy multiplied by $\mu/m$. For one electron $W=0$ and this is the whole effect of the finite mass; for several electrons the term $\lambda W$ in general changes the state further, and it adds $\lambda\varepsilon_1$ to the bracket in (3) at first order. A potential that is not homogeneous of degree $-1$, such as that of an extended nucleus, breaks this argument.

## Proof of parts (a) and (b)

The perturbation $W$ is controlled by the kinetic energy. The Cauchy–Schwarz inequality gives $0\le P^2/2\le NT$, and subtracting $T$ gives $-T\le W\le(N-1)T$ in the sense of expectation values. The Coulomb potential is bounded relative to $T$ with arbitrarily small relative bound, so $W$ is also bounded relative to $H_0$ as a quadratic form. Analytic perturbation theory then applies to the isolated level for sufficiently small $|\lambda|$.

Write the eigenvalue equation of the scaled problem as

$$(H_0+\lambda W)(\psi_0+\lambda\phi_1+\lambda^2\phi_2+\cdots)=(\varepsilon_0+\lambda\varepsilon_1+\lambda^2\varepsilon_2+\cdots)(\psi_0+\lambda\phi_1+\lambda^2\phi_2+\cdots),$$

with $\langle\psi_0|\phi_k\rangle=0$. The terms of order $\lambda$ are

$$(H_0-\varepsilon_0)\phi_1+(W-\varepsilon_1)\psi_0=0. \tag{7}$$

Projection on $\psi_0$ gives the first formula in (2). Projection on $\psi_n$, $n\ne0$, gives

$$\langle\psi_n|\phi_1\rangle=\frac{\langle\psi_n|W|\psi_0\rangle}{\varepsilon_0-\varepsilon_n}.$$

The terms of order $\lambda^2$ are

$$(H_0-\varepsilon_0)\phi_2+(W-\varepsilon_1)\phi_1-\varepsilon_2\psi_0=0. \tag{8}$$

Projection on $\psi_0$ gives $\varepsilon_2=\langle\psi_0|W|\phi_1\rangle$, which is the second formula in (2). Lemma 2 supplies the factor $1-\lambda$, and (3) follows.

Multiplying out (3) gives

$$E=\varepsilon_0-\lambda\varepsilon_0+\lambda\varepsilon_1-\lambda^2\varepsilon_1+\lambda^2\varepsilon_2+O(\lambda^3). \tag{9}$$

Collecting powers gives (4). For (5), use

$$\lambda=\frac{x}{1+x}=x-x^2+O(x^3),\qquad \lambda^2=x^2+O(x^3).$$

The coefficient of $x^2$ is therefore $b_2=a_2-a_1=\varepsilon_0-2\varepsilon_1+\varepsilon_2$. $\square$

Each term in (9) has a separate origin. The normal mass shift $-\lambda\varepsilon_0$ is positive for a bound state and comes from scaling alone. The specific mass shift $\lambda\varepsilon_1$ has the sign of the momentum correlation. The term $-\lambda^2\varepsilon_1$ is the scaling of the specific shift, and $\lambda^2\varepsilon_2$ is second-order mass polarization.

In (5) the same physics is less well separated. The coefficient $b_2$ contains the whole infinite-mass energy $\varepsilon_0$, although this contribution is merely the second-order term of the expansion of $\varepsilon_0/(1+x)$. In $\lambda$ that scaling contribution is $\varepsilon_0(1-\lambda)$ and stops at first order.

## Lemma 3: the first-order coefficient is positive

**Statement.** $a_1=\langle\psi_0|P^2/2|\psi_0\rangle>0$.

**Proof.** The dilated state $U_\kappa\psi_0$ has the infinite-mass energy $\kappa^2\langle T\rangle+\kappa\langle V\rangle$, where the averages are over $\psi_0$. An eigenstate makes the energy stationary, so the derivative at $\kappa=1$ vanishes:

$$2\langle T\rangle+\langle V\rangle=0.$$

With $\varepsilon_0=\langle T\rangle+\langle V\rangle$ this gives $\langle T\rangle=-\varepsilon_0$ and $\langle V\rangle=2\varepsilon_0$. Averaging (1) yields

$$\left\langle \frac{P^2}{2}\right\rangle=\langle T\rangle+\langle W\rangle=-\varepsilon_0+\varepsilon_1=a_1 .$$

The average is nonnegative. It could vanish only if $\mathbf P\psi_0=0$, which would make $\psi_0$ invariant under a common translation of all electrons. A normalizable function cannot have that property. $\square$

To first order, then, the total mass shift is the recoil energy of the nucleus, $x\langle P^2/2\rangle$, evaluated in the infinite-mass state.

## Lemma 4: a bound from dilation

**Statement.** If $\psi_0$ is the lowest state of its symmetry, then

$$b_2\le-\frac{a_1^2}{|\varepsilon_0|},\qquad\text{equivalently}\qquad \varepsilon_2\le-\frac{\varepsilon_1^2}{|\varepsilon_0|}. \tag{10}$$

**Proof.** A dilation preserves the symmetry labels, so $U_\kappa\psi_0$ is an admissible trial state for $H$ in (6). For $x>0$ the variational principle and Lemma 3 give

$$E(x)\le\kappa^2\left(|\varepsilon_0|+xa_1\right)-2\kappa|\varepsilon_0| .$$

The right side is smallest at $\kappa=|\varepsilon_0|/(|\varepsilon_0|+xa_1)$. Substitution gives

$$E(x)\le-\frac{\varepsilon_0^2}{|\varepsilon_0|+xa_1}
=\varepsilon_0+xa_1-x^2\frac{a_1^2}{|\varepsilon_0|}+O(x^3).$$

Compare this with (5). The terms of orders zero and one are equal. Subtract them, divide by $x^2>0$, and let $x\to0$. This proves the first inequality.

For the second, use $a_1=\varepsilon_1+|\varepsilon_0|$:

$$\frac{a_1^2}{|\varepsilon_0|}=\frac{\varepsilon_1^2}{|\varepsilon_0|}+2\varepsilon_1+|\varepsilon_0| .$$

Since $b_2=-|\varepsilon_0|-2\varepsilon_1+\varepsilon_2$, the terms $-2\varepsilon_1-|\varepsilon_0|$ cancel from both sides. $\square$

## Proof of part (c)

The hypothesis $\varepsilon_1>-|\varepsilon_0|/2$ means $a_1>|\varepsilon_0|/2$. Lemma 4 then gives $b_2<0$ and

$$|b_2|\ge a_1\frac{a_1}{|\varepsilon_0|}>\frac{a_1}{2}.$$

Because $a_2=b_2+a_1=a_1-|b_2|$,

$$a_2^2-b_2^2=a_1^2-2a_1|b_2|=a_1\left(a_1-2|b_2|\right)<0,$$

where $a_1>0$ by Lemma 3. Hence $|a_2|<|b_2|$. $\square$

## Remarks on scope

**One electron.** Here $W=0$, and Lemma 2 gives $E=\varepsilon_0(1-\lambda)$ without a remainder. In terms of $x$ the same energy is

$$E=\frac{\varepsilon_0}{1+x}=\varepsilon_0(1-x+x^2-\cdots),$$

a series that converges for $|x|<1$. Take $Z=1$ and $M=m$, so that $x=1$ and $\lambda=1/2$. The first-order formula in $\lambda$ gives the correct $-0.25$ hartree. The partial sums in $x$ through first, second and third order are $0$, $-0.5$ and $0$ hartree, and they do not converge.

**Several electrons.** The prefactor $1-\lambda$ is exact, but the series in the bracket of (3) need not terminate. Its convergence has been established here for sufficiently small $|\lambda|$, not for every physical mass ratio.

**Excited states.** Parts (a) and (b) hold for any isolated level that meets the assumptions. Part (c) uses the variational principle for the lowest state of a symmetry. For a higher state, lower levels contribute positive terms to $\varepsilon_2$, and the bound (10) is not guaranteed. If $b_2$ happened to be near zero, $a_2=b_2+a_1$ would be near $a_1$, and the parameter $x$ would have the smaller second-order coefficient.

**Consistency at first order.** Replacing $\lambda$ by $x$ in the first-order formula changes it by

$$a_1(x-\lambda)=a_1x\lambda,$$

since $x-\lambda=x-x/(1+x)=x^2/(1+x)$. This is a second-order change. A calculation that retains $\varepsilon_2$ must therefore state which parameter multiplies the first-order coefficient.

## Helium ground state

The coefficients were computed with wave functions of the form $e^{-2(r_1+r_2)}$ times a polynomial, with lengths in bohr. The polynomials are products of Laguerre polynomials in the perimetric coordinates

$$r_1+r_2-r_{12},\qquad r_{12}+r_1-r_2,\qquad r_{12}-r_1+r_2,$$

symmetrized under electron exchange. Total degree up to 11 gives 203 functions. Integrals were evaluated by Gauss–Laguerre quadrature, $H_0$ was diagonalized in this basis, and its eigenstates were used in (2). The results in hartree are

$$\varepsilon_0=-2.903724,\qquad\varepsilon_1=0.159070,\qquad\varepsilon_2=-0.47041 .$$

Raising the degree from 9 to 11 changes each of these by less than $10^{-6}$ hartree. The sixth decimal of $\varepsilon_1$ is uncertain by one unit in this basis; the converged value is $0.1590695$ hartree to seven decimals. The second-order coefficients are

$$a_2=-0.47041-0.15907=-0.62948,$$

$$b_2=-2.90372-2(0.15907)-0.47041=-3.69227 .$$

Most of $b_2$ is the scaling contribution $\varepsilon_0$. The bound (10) requires $b_2\le-3.23058$, which is satisfied.

For the helium-4 nucleus the tabulated electron-to-alpha-particle mass ratio gives

$$x=1.370934\times10^{-4},\qquad \lambda=\frac{x}{1+x}=1.370746\times10^{-4}.$$

With 1 hartree equal to $6.579684\times10^9$ MHz, the contributions in (9) are:

- normal shift: $-\lambda\varepsilon_0=2\,618\,890$ MHz;
- specific shift: $\lambda\varepsilon_1=143\,466$ MHz;
- scaling of the specific shift: $-\lambda^2\varepsilon_1=-20$ MHz;
- second-order mass polarization: $\lambda^2\varepsilon_2=-58$ MHz.

Their sum is $2\,762\,278$ MHz, or $4.19819\times10^{-4}$ hartree. The finite-mass Hamiltonian (6), solved without scaling in the same basis, gives the same shift to the nearest MHz. Relative to that solution, the first-order formula is too high by 78 MHz with $\lambda$ and by 457 MHz with $x$. The difference, 379 MHz, is the term $a_1x\lambda$ found above.

These are energies of the nonrelativistic point-nucleus model. Relativistic, radiative and nuclear-size effects are absent, so the total is not a prediction of a measured energy at the MHz level.

## Larger mass ratio and other ions

An artificial nucleus with $Z=2$ and $x=0.1$ makes the truncation errors larger. Here $\lambda=0.1/1.1=0.0909$, and the unscaled Hamiltonian (6) gives $E=-2.630073$ hartree. Errors below are truncated formula minus this energy, in hartree.

| Truncation | in $\lambda$ | in $x$ |
|---|---:|---:|
| first order | $0.0048$ | $0.0326$ |
| second order | $-0.0004$ | $-0.0043$ |

The theorem addresses the first row in the limit of small mass ratio. The second row depends on third-order coefficients. To obtain the one in $\lambda$, project the third-order equation on $\psi_0$, which gives $\varepsilon_3=\langle\psi_0|W|\phi_2\rangle$. Since $\langle\psi_0|\phi_2\rangle=0$, equations (7) and (8) give

$$\begin{aligned}
\varepsilon_3&=\langle(W-\varepsilon_1)\psi_0|\phi_2\rangle
=-\langle\phi_1|H_0-\varepsilon_0|\phi_2\rangle\\
&=\langle\phi_1|W-\varepsilon_1|\phi_1\rangle .
\end{aligned}$$

The coefficient of $\lambda^3$ in $E$ is $a_3=\varepsilon_3-\varepsilon_2$. The expansions $\lambda=x-x^2+x^3-\cdots$ and $\lambda^2=x^2-2x^3+\cdots$ then give $b_3=a_3-2a_2+a_1$ for $x^3$. In the helium basis $a_3=0.586$ and $b_3=4.907$. The omitted cubic terms are positive, which accounts for the negative errors in the second row and for the larger error in $x$.

The same type of calculation was made for H$^-$ (exponent 0.75, degree 13) and Li$^+$ (exponent 3.1, degree 11). All entries are in hartree.

| Ion | $\varepsilon_1$ | $a_2$ | $b_2$ | bound on $b_2$ |
|---|---:|---:|---:|---:|
| H$^-$ | $0.0329$ | $-0.0927$ | $-0.6533$ | $-0.5956$ |
| Li$^+$ | $0.2890$ | $-1.5664$ | $-9.1353$ | $-7.8693$ |

Both ground states have $\varepsilon_1>0$, so the hypothesis of part (c) holds. The second-order coefficient in $\mu/M$ is smaller in magnitude than that in $m/M$ by a factor of about seven for H$^-$ and about six for Li$^+$.
